Self-interaction correction in atoms: orthogonality, eigenvalues and removal energies

**The situation**

Take one 2p electron out of a neon atom. The local spin-density approximation (LSD) gives two different answers for the cost. The difference of two total energies, ion minus atom, is 22.2 eV. The 2p eigenvalue with its sign reversed is 13.5 eV. In argon the 3p electron gives 15.9 eV and 10.4 eV.

Part of the discrepancy comes from the electron's interaction with itself. The Perdew-Zunger self-interaction correction (SIC) subtracts this interaction orbital by orbital. Switching it on opens a second choice: each orbital now has its own potential, so orbitals of equal l and spin are no longer automatically orthogonal. A program may solve them separately, project them in sequence, or minimise the energy over their mixtures. This guide derives what each choice means and which quantities can be trusted under it.

The setting is a nonrelativistic free atom in a central field, with the Perdew-Wang form of LSD correlation. Algebra is in atomic units, energies are quoted in eV and lengths in angstrom. "Removal energy" means a total-energy difference at the same level of theory, not a measured value.

**What the correction subtracts**

Orbital i has spin s, quantum numbers n and l, a real radial function uᵢ(r) with ∫uᵢ²dr = 1, and fᵢ electrons. Each of these electrons is assigned the spherically averaged density

nᵢ(r) = uᵢ(r)²/(4πr²).

With U[n] the Hartree energy of a density n, the corrected energy is

E = E_LSD[n↑,n↓] − Σᵢ fᵢ (U[nᵢ] + Exc[nᵢ,0]).

The zero says that one electron is fully spin-polarised. For a one-electron atom n = nᵢ, the Hartree and exchange-correlation terms cancel, and the bare nuclear problem remains. For hydrogen −ε is then 13.6 eV, against 7.3 eV in LSD.

The opposite limit is an orbital spread over a length L. Its density falls as L⁻³, so U[nᵢ] falls as 1/L. Its exchange energy, proportional to the cube root of the density, also falls as 1/L, and its correlation energy vanishes at low density. The correction therefore disappears for one very extended orbital. It matters for compact ones.

**Averaging is a choice**

A real p orbital along z has density nᵢ·3cos²θ = nᵢ(1 + 2P₂), where P₂ is the second Legendre polynomial of cosθ. The term 1 gives the averaged Hartree energy. The cross terms with P₂ vanish on angular integration. In the remaining term the Coulomb interaction couples P₂ to P₂: averaging over one set of angles gives a factor 1/5, and the average of P₂² over the other gives another 1/5. With the two coefficients 2,

U[real p] − U[averaged] = (1/2)(2·2/25)F² = (2/25)F²,

F² = ∫∫ u(r)² u(r′)² (r_<²/r_>³) dr dr′,

where r_< and r_> are the smaller and larger of r and r′.

For neon 2p this adds 0.93 eV to U, while Exc changes by −2.09 eV. The self-interaction energy of one 2p electron thus falls from 13.28 − 12.10 = 1.18 eV to about 0.02 eV. Because the correction is subtracted, six real 2p orbitals of the same radial shape would raise the total energy by 6 × 1.16 ≈ 7 eV. Totals from averaged and unaveraged calculations must not be mixed.

**One Hamiltonian per orbital**

Vary uᵢ by δuᵢ. The one-body energy fᵢ⟨i|T_l − Z/r|i⟩ changes by 2fᵢ⟨δuᵢ|T_l − Z/r|i⟩, with T_l = −(1/2)d²/dr² + l(l+1)/(2r²). The density nᵢ changes by 2uᵢδuᵢ/(4πr²), and each density functional responds through its potential. Collecting terms,

δE/δuᵢ = 2fᵢHᵢuᵢ,  Hᵢ = T_l − Z/r + Vᵢ,

Vᵢ = v_H[n] + v_xc,s[n↑,n↓] − v_H[nᵢ] − v_xc[nᵢ,0].

In LSD the last two terms are absent, and all orbitals of one spin share a potential.

Suppose 1s and 2s are solved separately: H₁u₁ = ε₁u₁ and H₂u₂ = ε₂u₂. Project the first equation on u₂ and the second on u₁, then subtract. The kinetic and nuclear terms cancel because their operators are Hermitian and common to both:

(ε₁ − ε₂)⟨2|1⟩ = ⟨2|V₁ − V₂|1⟩.

The overlap is a difference of potentials divided by a difference of eigenvalues. The large 1s-2s spacing keeps it small: 0.0067 in neon. In argon the overlaps lie between 0.001 and 0.008, the largest being 2p-3p.

A small overlap S = ⟨1|2⟩ still has a consequence. A determinant needs orthonormal orbitals, such as u₁ and (u₂ − Su₁)/√(1 − S²). Adding their squares gives

(u₁² + u₂² − 2S u₁u₂)/(1 − S²),

not u₁² + u₂². An energy built from the plain sum of squares is therefore not that of a determinant of these orbitals.

**Sequential projection**

The remedy is to orthogonalise within every self-consistency cycle. Solve 1s in its own potential. With Q₁ = 1 − |1⟩⟨1|, solve 2s in the space orthogonal to 1s:

H₁u₁ = ε₁u₁,  Q₁H₂Q₁u₂ = ε₂u₂.

Since Q₁u₂ = u₂, the second equation is equivalent to

H₂u₂ = ε₂u₂ + λu₁,  λ = ⟨1|H₂|2⟩.

The multiplier λ enforces orthogonality. For any empty function a, orthogonal to both orbitals, ⟨a|H₁|1⟩ = 0 and ⟨a|H₂|2⟩ = 0. The energy is stationary against mixing in empty states.

Mixing the occupied orbitals with each other is still open. Rotate a pair by an angle θ:

uᵢ → cosθ uᵢ + sinθ uⱼ,  uⱼ → cosθ uⱼ − sinθ uᵢ.

At θ = 0 the variations are +uⱼ and −uᵢ per unit angle. Inserting them into the energy derivative gives

dE/dθ = 2fᵢ⟨j|Hᵢ|i⟩ − 2fⱼ⟨i|Hⱼ|j⟩ = 2⟨j|fᵢHᵢ − fⱼHⱼ|i⟩.

In LSD with equal f the two Hamiltonians coincide and this is zero. In SIC with equal f, stationarity requires

⟨j|Vᵢ − Vⱼ|i⟩ = 0.

The sequential solution has ⟨2|H₁|1⟩ = 0, so for f = 1 its derivative is −2λ. In neon |λ| = 5.125 eV, which predicts a slope of magnitude 10.25 eV per radian for one spin. A finite difference of the total energy gives the same value. The sequential solution is orthogonal, but it is not the energy minimum.

**How much the open rotation matters**

For equal f a rotation leaves the total density unchanged; only the self-interaction terms respond. Minimising over such rotations, with the occupied space held fixed, lowers the energy by 1.02 eV in neon and 4.36 eV in argon. Relaxing the space as well adds little: the full minimum lies 1.04 eV (neon) and 4.42 eV (argon) below the sequential energy.

The neon number can be checked by hand. The rotated 2s contains the old 1s with amplitude 0.101, so the angle is about 0.101 radian. For a parabola with initial slope g, the drop to the minimum is gθ/2. Two spins give 2 × 10.25 × 0.1006/2 ≈ 1.03 eV (with the unrounded amplitude 0.1006), close to the computed gain.

The diagonal elements ⟨i|Hᵢ|i⟩, still written ε although the rotated orbitals are not eigenfunctions of Hᵢ, react more strongly. Neon 2s moves from −ε = 45.2 eV to 54.1 eV. The expectation value of H₂ in cosθ u₂ − sinθ u₁ contains the term sin²θ⟨1|H₂|1⟩. Replacing ⟨1|H₂|1⟩ by ε₁, this term together with cos²θ ε₂ changes −ε by approximately

sin²θ (|ε₁| − |ε₂|) = 0.1006² × (889.7 − 45.2) ≈ 8.5 eV.

The computed shift is 8.9 eV. The estimate omits three terms. The cross term −2 sinθ cosθ λ lowers ε, because the slope −2λ gives θ the sign of λ; it adds about 2 × 0.1006 × 5.125 ≈ 1.0 eV to −ε. The error of replacing ⟨1|H₂|1⟩ by ε₁ and the change of V₂ on rotation were not evaluated separately; together they must remove about 0.6 eV, so the closeness of the estimate is partly a cancellation. One per cent of 1s character is expensive because 1s lies so deep. The same estimate for argon 3p gives 0.104² × (256.6 − 15.8) ≈ 2.6 eV, against a computed shift from 15.8 to 18.5 eV, or 2.7 eV.

These shifts belong to the diagonal elements only. At the minimum ⟨j|Vᵢ − Vⱼ|i⟩ = 0 makes the multiplier matrix λᵢⱼ = ⟨i|Hⱼ|j⟩ symmetric, and diagonalising it undoes most of the mixing. With the sign reversed its eigenvalues are 891.0 and 46.0 eV for neon 1s and 2s, and 3223.8, 318.8, 257.1, 30.6 and 16.1 eV for argon 1s, 2s, 2p, 3s and 3p, within 0.3 to 3.6 eV of the sequential values.

Overlaps below one per cent thus do not show that the orbital treatment is harmless. The raw overlap measures a potential difference against an eigenvalue spacing of hundreds of eV or, for pairs with argon 1s, thousands. The rotation angle measures the same kind of potential difference against the much smaller curvature of the self-interaction energy.

**From eigenvalue to removal energy**

Remove one electron from orbital i while freezing every radial function. Let tᵢ = ⟨i|T_l − Z/r|i⟩. The Hartree energy is quadratic in the density, so

U[n − nᵢ] = U[n] − ∫v_H[n]nᵢ d³r + U[nᵢ].

The departing electron also takes its correction with it, which adds U[nᵢ] + Exc[nᵢ,0]. Hence

ΔE_frozen = −tᵢ − ∫v_H[n]nᵢ d³r + 2U[nᵢ] + Exc[nᵢ,0] − Exc[n] + Exc[n − nᵢ].

Here n inside Exc stands for both spin densities, and nᵢ is removed from its own spin. Using ∫v_H[nᵢ]nᵢ d³r = 2U[nᵢ], the eigenvalue is

εᵢ = tᵢ + ∫v_H[n]nᵢ d³r + ∫v_xc,s nᵢ d³r − 2U[nᵢ] − ∫v_xc[nᵢ,0]nᵢ d³r.

Add the two lines. The one-body and Hartree terms cancel:

ΔE_frozen = −εᵢ + Aᵢ − Bᵢ,

Aᵢ = ∫v_xc,s nᵢ d³r − Exc[n] + Exc[n − nᵢ],

Bᵢ = ∫v_xc[nᵢ,0]nᵢ d³r − Exc[nᵢ,0].

In LSD the same algebra, without the correction, gives

ΔE_frozen = −εᵢ + U[nᵢ] + Aᵢ.

The large LSD discrepancy is now visible: U[nᵢ], about 13 eV for neon 2p, stands uncancelled except for Aᵢ. In SIC that Hartree term is gone, but an exchange-correlation remainder survives. SIC eigenvalues are not frozen-orbital removal energies.

Finally let the ion relax. Writing Rᵢ for the energy released,

Iᵢ = −εᵢ + (Aᵢ − Bᵢ) − Rᵢ  in SIC.

The eigenvalue approximates the removal energy when the remainder and the relaxation nearly cancel. For the outer shells, in eV:

Neon 2p: 22.92 + 2.96 − 3.44 ≈ 22.4.

Argon 3p: 15.78 + 1.79 − 1.38 ≈ 16.2.

In neon relaxation is the larger term and −ε is 0.5 eV too high. In argon the remainder is larger and −ε is 0.4 eV too low. The agreement is a cancellation between different effects, not an identity.

**Reading all the shells**

The table uses sequential projection for SIC. Each I is the relaxed removal energy of the same method; all entries are in eV.

Shell | LSD −ε | LSD I | SIC −ε | SIC I
Ne 1s | 824.7 | 862.7 | 889.7 | 870.1
Ne 2s | 36.0 | 44.9 | 45.2 | 44.7
Ne 2p | 13.5 | 22.2 | 22.9 | 22.4
Ar 1s | 3096.7 | 3178.8 | 3220.2 | 3195.6
Ar 2s | 293.7 | 310.3 | 315.9 | 311.7
Ar 2p | 229.8 | 248.5 | 256.6 | 251.4
Ar 3s | 24.0 | 30.1 | 30.2 | 30.3
Ar 3p | 10.4 | 15.9 | 15.8 | 16.2

In every row the SIC eigenvalue lies closer to its own removal energy than the LSD eigenvalue does. For the core the mismatch remains large: 19.6 eV for neon 1s. There the remainder is 893.9 − 889.7 = 4.2 eV, while relaxation is 893.9 − 870.1 = 23.8 eV, so the cancellation fails.

For the outer shells the two methods' removal energies differ by only 0.18 to 0.25 eV with sequential projection, although their eigenvalues differ by 9.4 eV in neon 2p and 5.4 eV in argon 3p. With atom and ion both fully minimised, the SIC values become 45.2 and 22.3 eV for neon 2s and 2p and 30.3 and 16.5 eV for argon 3s and 3p, so the gap to LSD reaches 0.6 eV. Much of what SIC changes here is the meaning of the eigenvalue. The orbital itself changes little: the mean 2p radius of neon goes from 0.519 to 0.508 angstrom.

These removal energies have their own limits. A core hole is a selected excited solution, not the lowest state of the ion. A p hole in argon makes the occupations of 2p and 3p unequal, so the open rotation then also changes the density; minimising atom and ion alike raises the argon 3p value of I from 16.19 to 16.55 eV. Relativity, multiplet structure and s-p hybridisation are left out.

**Running the calculation**

1. Choose a radial grid dense near the nucleus. The numbers here use 80 interior Legendre-Lobatto points x, mapped by r = b(1 + x)/(1 − x + 2b/r_max), with b = 0.5 angstrom and r_max = 13 angstrom. A grid of 110 points changes the SIC totals by less than 0.001 eV.

2. Start from converged LSD potentials. For each density, find the Hartree potential as v_H = Y/r, where Y″ = −4πrn, Y(0) = 0 and Y(r_max) equals the number of electrons in that density.

3. Build one Vᵢ per orbital. Solve same-l orbitals of one spin in order of increasing n, projecting out those already found. Counting from zero, take eigenvector n − l − 1 minus the number projected out. Shift the projected directions to high energy so that they are not selected. This rule also keeps a core hole open.

4. Form the residual Rᵢ(r), new potential minus old, and mix. Anderson mixing combines earlier steps ΔV and ΔR as

V_next = V + βR − Σₖ γₖ(ΔVₖ + βΔRₖ),

with γ chosen to minimise the norm of R − ΣγₖΔRₖ. Weight this norm by |uᵢ|. Near a node the exchange potential of nᵢ varies as |uᵢ|^(2/3), which is steep, but there is little charge there to feel it.

5. Stop when ∫uᵢ²Rᵢ²dr is small for every orbital. Then check the overlaps and evaluate ⟨j|Vᵢ − Vⱼ|i⟩. The overlaps certify orthogonality. If both orbitals hold f electrons, 2f times the second quantity is the slope of the energy against their rotation. For unequal occupations use 2⟨j|fᵢHᵢ − fⱼHⱼ|i⟩ instead. A slope is not a distance from the minimum: in argon the 1s/3s element is 3.05 eV and the mixing at the minimum 0.021, while for 2s/3s they are 0.88 eV and 0.098.

**Which choice to make**

Separate solution without projection is useful as a diagnostic. Its energy lies 0.07 eV above the sequential result in neon and 0.19 eV above it in argon. Orthogonalising symmetrically only at the end gives 0.07 and 0.20 eV. Neither number measures the distance to the minimum, which lies on the other side of the sequential result.

Use sequential projection when eigenvalues are wanted as estimates of outer-shell removal energies. For these two atoms it places them within about 0.5 eV of the sequential energy differences and within 0.8 eV of the fully minimised ones. That is a finding for neon and argon, not a bound, and the ordering of the projections is a convention without variational standing.

Use full minimisation when the total energy must be stationary, for instance when forces are to follow from it. Do not then read the diagonal elements ⟨i|Hᵢ|i⟩ as orbital energies. A hole in the rotated neon 2s orbital carries one per cent of 1s character, and its 54.1 eV reflects that. The eigenvalues of the multiplier matrix take their place: at the full minimum they give 46.0, 22.8, 30.3 and 15.9 eV for neon 2s, 2p and argon 3s, 3p, within 0.8 eV of the fully minimised removal energies. Compute removal energies as differences, with atom and ion treated alike: combining a rotated atom with a sequential ion would count the atom's rotation gain, 1.0 eV in neon and 4.4 eV in argon, as part of the removal energy.

For core levels use energy differences. With sequential projection the relaxation exceeds the remainder by several eV or more, so the cancellation fails; rotation shifts the diagonal elements by mixing, in either direction (argon 2s from 315.9 to 367.2 eV, neon 1s from 889.7 to 882.8 eV), while the eigenvalues of the multiplier matrix, 318.8 and 891.0 eV, stay near the sequential values and above the sequential removal energies. Core-hole ions with rotated orbitals were not computed here. The numerical output lists −ε and the frozen and relaxed removal energies for every shell; the remainder and the relaxation follow as their differences.

Computed results

```
Grid: box 13.0 angstrom, scale 0.5 angstrom, 80 points
H one-electron check: -eps LSD 7.320, SIC 13.606 eV
Ne total energy LSD -3489.314 eV, SIC orthogonal -3518.150 eV
Ne SIC energy change on the finer grid 4.9e-05 eV
Ne relative to SIC orthogonal: raw nonorthogonal 0.0688 eV
Ne relative to SIC orthogonal: raw after Lowdin 0.0708 eV
Ne relative to SIC orthogonal: occupied rotation -1.0202 eV
Ne 1s/2s: raw |overlap| 0.00665, |multiplier| 5.125 eV, rotation mixing 0.1006
Ne 1s LSD: -eps 824.662, frozen 886.336, relaxed removal 862.651 eV
Ne 1s SIC: -eps 889.700, frozen 893.915, relaxed removal 870.122 eV
Ne 1s self U 81.121, self Exc -70.995, -eps after rotation 882.831 eV
Ne 2s LSD: -eps 35.990, frozen 48.664, relaxed removal 44.904 eV
Ne 2s SIC: -eps 45.180, frozen 48.258, relaxed removal 44.726 eV
Ne 2s self U 13.689, self Exc -12.856, -eps after rotation 54.103 eV
Ne 2p LSD: -eps 13.547, frozen 25.693, relaxed removal 22.182 eV
Ne 2p SIC: -eps 22.915, frozen 25.872, relaxed removal 22.432 eV
Ne 2p self U 13.278, self Exc -12.097, -eps after rotation 22.915 eV
Ne 2p mean radius: LSD 0.5194, SIC 0.5082 angstrom
Ne 2p real p minus averaged density: U 0.933, Exc -2.091 eV
Ne 1s/2s rotation gradient, one spin: finite difference 10.2507, formula 10.2507 eV/rad
Ar total energy LSD -14311.551 eV, SIC orthogonal -14379.574 eV
Ar SIC energy change on the finer grid 2.0e-04 eV
Ar relative to SIC orthogonal: raw nonorthogonal 0.1908 eV
Ar relative to SIC orthogonal: raw after Lowdin 0.2025 eV
Ar relative to SIC orthogonal: occupied rotation -4.3628 eV
Ar 1s/2s: raw |overlap| 0.00404, |multiplier| 11.199 eV, rotation mixing 0.1341
Ar 1s/3s: raw |overlap| 0.00101, |multiplier| 3.049 eV, rotation mixing 0.0209
Ar 2s/3s: raw |overlap| 0.00333, |multiplier| 0.881 eV, rotation mixing 0.0976
Ar 2p/3p: raw |overlap| 0.00802, |multiplier| 1.708 eV, rotation mixing 0.1038
Ar 1s LSD: -eps 3096.659, frozen 3211.986, relaxed removal 3178.840 eV
Ar 1s SIC: -eps 3220.209, frozen 3229.938, relaxed removal 3195.585 eV
Ar 1s self U 148.543, self Exc -129.071, -eps after rotation 3171.586 eV
Ar 2s LSD: -eps 293.720, frozen 321.008, relaxed removal 310.344 eV
Ar 2s SIC: -eps 315.906, frozen 322.610, relaxed removal 311.661 eV
Ar 2s self U 29.469, self Exc -27.384, -eps after rotation 367.230 eV
Ar 2p LSD: -eps 229.753, frozen 260.433, relaxed removal 248.502 eV
Ar 2p SIC: -eps 256.568, frozen 263.807, relaxed removal 251.439 eV
Ar 2p self U 33.146, self Exc -29.345, -eps after rotation 254.732 eV
Ar 3s LSD: -eps 24.034, frozen 32.097, relaxed removal 30.082 eV
Ar 3s SIC: -eps 30.231, frozen 32.284, relaxed removal 30.310 eV
Ar 3s self U 8.672, self Exc -8.399, -eps after rotation 34.349 eV
Ar 3p LSD: -eps 10.401, frozen 17.347, relaxed removal 15.937 eV
Ar 3p SIC: -eps 15.781, frozen 17.570, relaxed removal 16.187 eV
Ar 3p self U 7.442, self Exc -7.164, -eps after rotation 18.463 eV
Ar 3p mean radius: LSD 0.8816, SIC 0.8802 angstrom
Ar 3p real p minus averaged density: U 0.586, Exc -1.225 eV
```
